# Depolarization of a Square Lattice of Point Dipoles

## Problem

A layer of identical polar adsorbates or interface bonds is modelled by point dipoles on an infinite plane square lattice of spacing $a$. All dipoles are normal to the plane, which is taken as $z=0$, and a moment is positive when it points along $+z$, the outward direction. An isolated dipole has the moment $p_0$. A field $E$ along $z$ changes its moment linearly,

$$p=p_0+4\pi\varepsilon_0\,\alpha E ,$$

where $\alpha>0$ is the polarizability volume. Components of the moments in the plane are left out. The layer stands in vacuum: image dipoles in a metal and screening by a semiconductor are not included.

(a) Find the field that the other dipoles produce at one site when all moments equal $p$, and show that it contains the lattice sum

$$S=\sum_{(m,n)\neq(0,0)}\frac{1}{(m^2+n^2)^{3/2}} .$$

(b) The sum is cut off at $|m|,|n|\le L$. Estimate the missing part, and obtain $S$ to three decimals from a modest $L$.

(c) Derive a rapidly converging expression for $S$ by summing over rows, and evaluate it.

(d) Find the self-consistent moment. When is it the unique bounded solution, and can a staggered pattern of moments upset it?

(e) Find the step of the electrostatic potential across the layer. How does it depend on the density of dipoles if $p_0$ and $\alpha$ are fixed?

(f) Evaluate the results for the round model parameters $a=4$ Å, $p_0=1$ D and $\alpha=5$ Å$^3$, and judge the effect of keeping the nearest neighbours alone.

## Solution

### (a) The field at a site

A dipole $p$ at the origin, pointing along $z$, has the potential

$$\varphi(\rho,z)=\frac{p}{4\pi\varepsilon_0}\,\frac{z}{(\rho^2+z^2)^{3/2}},$$

with $\rho$ the distance from the $z$ axis. Its field along $z$ is

$$E_z=-\frac{\partial\varphi}{\partial z}
=-\frac{p}{4\pi\varepsilon_0}\left[\frac{1}{(\rho^2+z^2)^{3/2}}-\frac{3z^2}{(\rho^2+z^2)^{5/2}}\right].$$

In the plane $z=0$ the second term vanishes, and $E_z=-p/(4\pi\varepsilon_0\rho^3)$. The radial component, $-\partial\varphi/\partial\rho$, is proportional to $z$ and vanishes there too. The field lines that leave the dipole upwards return downwards through the plane, so each neighbour opposes the moment at the site considered.

The neighbours lie at distances $a\sqrt{m^2+n^2}$. Adding their fields gives

$$E=-\frac{pS}{4\pi\varepsilon_0a^3}. \tag{1}$$

The sum converges absolutely: the number of sites between $r$ and $r+dr$ grows as $r\,dr$, each contributes $r^{-3}$, and $\int^\infty r^{-2}dr$ is finite. The order of summation therefore does not matter.

### (b) Direct summation with a tail

Measure lengths in units of $a$. Each site then owns a unit cell of area 1, and the cells of the sites with $|m|,|n|\le L$ fill a square of half-width $h=L+\tfrac12$. For the sites outside it, replace the sum by an integral. The square has eight equivalent sectors of angle $\pi/4$, in each of which the boundary lies at $r=h/\cos\theta$:

$$\int_{\rm outside}\frac{d^2r}{r^3}
=8\int_0^{\pi/4}d\theta\int_{h/\cos\theta}^{\infty}\frac{dr}{r^2}
=\frac{8}{h}\int_0^{\pi/4}\cos\theta\,d\theta
=\frac{4\sqrt2}{h}. \tag{2}$$

The missing part falls only as $1/h$, so a plain cutoff converges slowly. For $L=10$ the raw sum is 8.4954, about 6 % below the full value. The tail is $4\sqrt2/10.5=0.5387$, and the total is 9.0341. For $L=100$ the raw sum 8.9773 and the tail 0.0563 give 9.0336.

The small excess at $L=10$ can be explained. Expand $f(r)=r^{-3}$ about the centre of a unit cell. The linear terms average to zero, and $\overline{x^2}=\overline{y^2}=1/12$, so the cell average exceeds the central value by $\nabla^2 f/24$ to leading order. In two dimensions $\nabla^2r^{-3}=9r^{-5}$, which is positive, so the integral overestimates the sum by about

$$\frac{9}{24}\int_{\rm outside}\frac{d^2r}{r^5}
=\frac38\cdot\frac{8}{3h^3}\int_0^{\pi/4}\cos^3\theta\,d\theta
=\frac{1}{h^3}\left[\sin\theta-\frac{\sin^3\theta}{3}\right]_0^{\pi/4}
=\frac{5\sqrt2}{12\,h^3}.$$

At $h=10.5$ this is 0.0005, which is the difference between the two totals.

### (c) Summation by rows

The row through the chosen site contributes $2\sum_{m\ge1}m^{-3}=2\zeta(3)$. Each other row lies at a distance $n\ge1$ on one side or the other and contributes

$$R_n=\sum_{m=-\infty}^{\infty}f(m),\qquad f(x)=\frac{1}{(x^2+n^2)^{3/2}} .$$

The function $g(t)=\sum_m f(m+t)$ has period 1 in $t$. Its Fourier coefficients are

$$\int_0^1 g(t)e^{-2\pi ikt}dt=\int_{-\infty}^{\infty}f(x)e^{-2\pi ikx}dx\equiv F(2\pi k),$$

because the shifted unit intervals join to cover the whole line. Setting $t=0$ in the Fourier series gives Poisson's formula, $R_n=\sum_kF(2\pi k)$, with $k$ running over all integers.

To find $F(q)$, write the inverse cube as an integral over Gaussians. From $\int_0^\infty u^{1/2}e^{-ur^2}du=\Gamma(\tfrac32)\,r^{-3}$ and $\Gamma(\tfrac32)=\sqrt\pi/2$,

$$\frac1{r^3}=\frac{2}{\sqrt\pi}\int_0^\infty u^{1/2}e^{-ur^2}\,du .$$

Put $r^2=x^2+n^2$ and use $\int_{-\infty}^{\infty}e^{-ux^2}\cos(qx)\,dx=\sqrt{\pi/u}\;e^{-q^2/4u}$. The factors $u^{1/2}$ and $\sqrt\pi$ cancel:

$$F(q)=2\int_0^\infty e^{-un^2-q^2/4u}\,du .$$

For $q=0$ this is $F(0)=2/n^2$. For $q>0$ substitute $u=(q/2n)e^t$. The exponent becomes $-\tfrac12qn(e^t+e^{-t})=-qn\cosh t$, and $du=(q/2n)e^t\,dt$. Only the even part of $e^t$, which is $\cosh t$, survives the integration:

$$F(q)=\frac qn\int_{-\infty}^{\infty}e^{-qn\cosh t}\cosh t\,dt=\frac{2q}{n}K_1(qn), \tag{3}$$

where $K_1(z)=\int_0^\infty e^{-z\cosh t}\cosh t\,dt$ is the modified Bessel function. With $q=2\pi k$, and with equal contributions from $k$ and $-k$,

$$R_n=\frac{2}{n^2}+8\pi\sum_{k=1}^{\infty}\frac kn\,K_1(2\pi kn).$$

The first term is the result for a row whose dipoles are smeared evenly along its length. The Bessel terms restore their discreteness, and they decay essentially as $e^{-2\pi kn}$.

There are two rows at each distance $n$, and $\sum_n n^{-2}=\zeta(2)=\pi^2/6$. Hence

$$S=2\zeta(3)+4\zeta(2)+16\pi\sum_{n,k\ge1}\frac kn\,K_1(2\pi kn). \tag{4}$$

The three parts are

$$S=2.404114+6.579736+0.049772=9.033622 .$$

The first Bessel term alone, $16\pi K_1(2\pi)=0.049612$, supplies nearly all of the last part. The value agrees with the direct sum in (b), which uses none of the Fourier analysis.

### (d) The self-consistent moment

Insert the field (1) into the linear response. The factor $4\pi\varepsilon_0$ cancels:

$$p=p_0-\frac{\alpha S}{a^3}\,p .$$

Collecting the terms in $p$ gives

$$p=\frac{p_0}{1+x},\qquad x=\frac{\alpha S}{a^3}. \tag{5}$$

For $x\ll1$ this becomes $p\approx p_0(1-x)$: each dipole responds to the field of unreduced neighbours. The full expression also contains the weakening of that field as the neighbours themselves lose moment, so it lies above the linear estimate.

**Uniqueness.** So far all moments were assumed equal. If they are free, they obey

$$p_i=p_0-\alpha\sum_{j\neq i}\frac{p_j}{r_{ij}^3}. \tag{6}$$

Let $\delta_i$ be the difference of two bounded solutions, and let $D$ be the least upper bound of all $|\delta_i|$. The constant $p_0$ drops out, and

$$|\delta_i|\le\alpha\sum_{j\neq i}\frac{|\delta_j|}{r_{ij}^3}\le xD .$$

This holds for every $i$, so $D\le xD$. For $x<1$ it follows that $D=0$, and the uniform solution is the unique bounded one. The condition is sufficient; a value $x>1$ does not by itself signal trouble.

**A staggered pattern.** Consider a deviation $\delta_{mn}=(-1)^{m+n}\delta$, which raises the moments on one sublattice and lowers them on the other. It brings in the sum

$$C=\sum_{(m,n)\ne(0,0)}\frac{(-1)^{m+n}}{(m^2+n^2)^{3/2}} .$$

Sites with $m+n$ even can be labelled by the integers $u=(m+n)/2$ and $v=(m-n)/2$, for which $m^2+n^2=2(u^2+v^2)$. They form a square lattice of spacing $\sqrt2$ and contribute $S_{\rm even}=2^{-3/2}S$. The odd sites contribute $S-S_{\rm even}$ with a minus sign, so

$$C=2S_{\rm even}-S=-\left(1-\frac1{\sqrt2}\right)S .$$

Equation (6) is the condition for a stationary value of the energy

$$U=\sum_i\frac{(p_i-p_0)^2}{8\pi\varepsilon_0\alpha}
+\frac12\sum_{i\ne j}\frac{p_ip_j}{4\pi\varepsilon_0r_{ij}^3},$$

whose first term is the cost of polarizing each site and whose second is the interaction. Adding the staggered deviation to the uniform solution changes the energy per site by

$$\Delta u=\frac{\delta^2}{8\pi\varepsilon_0\alpha}\left(1+\frac{\alpha C}{a^3}\right)
=\frac{\delta^2}{8\pi\varepsilon_0\alpha}\left[1-\left(1-\frac1{\sqrt2}\right)x\right].$$

There is no linear term, since the uniform solution is stationary. The bracket vanishes at $x=1/(1-1/\sqrt2)=2+\sqrt2\approx3.41$. Above this value the energy falls when the moments alternate, and the uniform solution is no longer a minimum. The formal limit $p\to p_0/x$ at large $x$ therefore does not describe a stable layer in this model. Other patterns have not been examined here, so 3.41 is an upper limit for the stability of the uniform state, not a proof of stability up to that point.

### (e) The potential step

Average the potential over a plane at height $z>0$. The average of the whole lattice potential over one cell of area $a^2$ equals the integral of one dipole's potential over the entire plane, divided by $a^2$:

$$\bar\varphi(z)=\frac{1}{a^2}\int_0^\infty\frac{p}{4\pi\varepsilon_0}\frac{z\,2\pi\rho\,d\rho}{(\rho^2+z^2)^{3/2}}
=\frac{pz}{2\varepsilon_0a^2}\left[-\frac{1}{\sqrt{\rho^2+z^2}}\right]_0^\infty
=\frac{p}{2\varepsilon_0a^2}.$$

Below the layer the sign is reversed, because the potential is odd in $z$. The step is

$$\Delta\varphi=\bar\varphi(z>0)-\bar\varphi(z<0)=\frac{p}{\varepsilon_0a^2}
=\frac{p_0}{\varepsilon_0a^2}\,\frac{1}{1+x}. \tag{7}$$

The average does not depend on the height. The lateral variation about it satisfies Laplace's equation with the period of the lattice, so a Fourier component of wave number $G$ decays as $e^{-G|z|}$. The smallest nonzero $G$ is $2\pi/a$, and a few spacings away the potential is flat for practical purposes.

For $p>0$ the potential is higher outside. An electron has the energy $-e\varphi$, so its energy outside is lowered by $e\Delta\varphi$, and so is the work function of a surface that carries the layer. Depolarization weakens this lowering by the factor $1/(1+x)$.

**Dependence on density.** Let $N=1/a^2$ be the number of dipoles per area, and keep the lattice square as $N$ changes. Then $x=\alpha SN^{3/2}$ and

$$\Delta\varphi=\frac{p_0}{\varepsilon_0}\,\frac{N}{1+\alpha SN^{3/2}} .$$

At low density the step grows in proportion to $N$. Since $dx/dN=3x/2N$, the derivative of the last fraction is

$$\frac{d}{dN}\frac{N}{1+x}=\frac{(1+x)-\tfrac32x}{(1+x)^2}=\frac{1-x/2}{(1+x)^2}.$$

The step has a maximum at $x=2$, where each moment has fallen to $p_0/3$. Beyond it, adding dipoles reduces the total effect. The maximum lies outside the range $x<1$ in which uniqueness was shown, though below the staggered threshold. Moments in the plane, left out of the model, set a further limit. If all sites carried an equal moment $p_\parallel$ along a lattice axis, the field at a site would be $+p_\parallel S/(8\pi\varepsilon_0a^3)$, because $3\cos^2\theta-1$ averages to $\tfrac12$ over each set of equivalent neighbours. With the same polarizability $\alpha$ in the plane, such moments would sustain themselves at $x=2$. A columnar pattern sets in earlier. If the moments point along the rows, are equal within a row and alternate in sign from row to row, the site's own row gives $4\zeta(3)=4.81$ and the other rows add 0.29. The field factor is then 5.10 instead of $S/2=4.52$, and the threshold is $x=9.03/5.10=1.77$. The maximum at $x=2$ therefore requires an in-plane polarizability below about $0.89\,\alpha$. It also presumes that $p_0$ and $\alpha$ stay fixed as the dipoles approach one another, which overlap of their charge clouds would spoil.

### (f) Numbers

The ratio of polarizability to cell size is $\alpha/a^3=5/64=0.078125$, hence

$$x=0.078125\times9.0336=0.7058,\qquad
p=\frac{1\ \mathrm D}{1.7058}=0.586\ \mathrm D=1.96\times10^{-30}\ \mathrm{C\,m}.$$

Since $x<1$, this is the unique bounded solution. The dipoles lose 41 % of their isolated moment. The field responsible follows from (1):

$$E=-\frac{1.9555\times10^{-30}\ \mathrm{C\,m}\times9.0336}{4\pi\varepsilon_0\,(4\times10^{-10}\ \mathrm m)^3}=-2.48\ \mathrm{V/nm}.$$

A field of this size calls for care with the assumption of linear response in any real adsorbate.

The potential step without depolarization would be $p_0/(\varepsilon_0a^2)=2.35$ V. With it,

$$\Delta\varphi=\frac{2.3546\ \mathrm V}{1.7058}=1.38\ \mathrm V .$$

For outward moments the work function thus falls by 1.38 eV in this model, instead of 2.35 eV.

**Nearest neighbours alone.** Replacing $S$ by 4 gives $p=1\ \mathrm D/(1+0.3125)=0.762$ D, which is 30 % above the full result. The four nearest neighbours supply only $4/9.03=44$ % of the lattice sum; the other 56 % comes from all the dipoles farther away. By (2) with $h=2.5$, about a quarter of the sum comes from sites outside the square $|m|,|n|\le2$.

**Smaller polarizabilities.** With $a$ and $p_0$ unchanged, the full result and the linear estimate $p_0(1-x)$ compare as follows.

| $\alpha$ (Å$^3$) | $x$ | $p$ (D) | $p_0(1-x)$ (D) |
|---|---|---|---|
| 1.0 | 0.141 | 0.876 | 0.859 |
| 2.5 | 0.353 | 0.739 | 0.647 |
| 5.0 | 0.706 | 0.586 | 0.294 |

The linear estimate serves for the first row and fails badly for the last. The guaranteed range $x<1$ ends at $\alpha=7.08$ Å$^3$ for this spacing.

**Finite layers.** Equation (6) can also be solved for a finite square cluster with every moment free. The central moment is 0.598 $p_0$ for $25\times25$ sites and 0.592 $p_0$ for $49\times49$. Both exceed the infinite-lattice value, since the distant dipoles that would oppose the central one are absent. By (2), their absence raises the central moment directly by $(\alpha/a^3)(4\sqrt2/h)p$. If the resulting deviation $\delta$ varies slowly near the centre, the neighbours respond as well, and $\delta\approx-x\delta+(\alpha/a^3)(4\sqrt2/h)p$, or

$$\frac{\delta}{p}\approx\frac{\alpha}{a^3}\,\frac{4\sqrt2}{h\,(1+x)} .$$

For $h=12.5$ this is 2.1 %, and for $h=24.5$ it is 1.1 %, slightly above the excesses of 2.0 % and 1.0 % found in the two clusters. Extrapolation linear in $1/h$ gives 0.58635 $p_0$, against 0.58625 $p_0$ from (5). No equality of the moments was imposed in the clusters, so this tests the self-consistent result as well as the lattice sum. The values are collected in the numerical output.

**Limits of the point-dipole picture.** If each dipole consists of charges $\pm p/d$ at $z=\pm d/2$, the distance from either charge to a point in the midplane is $\sqrt{r^2+d^2/4}$, and the field there is $-p/[4\pi\varepsilon_0(r^2+d^2/4)^{3/2}]$. For $d=1$ Å and $r=4$ Å it is 2.3 % weaker than the point-dipole field. A neighbour of the same length responds to the mean field between its own two charges. The potential difference between them, divided by $d$, gives
$$-\frac{2p}{4\pi\varepsilon_0d^2}\left(\frac1r-\frac1{\sqrt{r^2+d^2}}\right),$$
which is 4.5 % weaker than the point-dipole field for the same $d$ and $r$. The approximation thus holds for compact dipoles and worsens as $d$ approaches $a$. At a real metal-semiconductor contact, image charges and dielectric screening also change the field at each site, so the 1.38 V found here is the potential step of an isolated layer in vacuum and does not predict a barrier height.

## Computed results

```
LATTICE SUM (dimensionless)
row through the site, 2 zeta(3)      = 2.404114
smooth part of other rows, 4 zeta(2) = 6.579736
first Bessel term, 16 pi K1(2 pi)    = 0.049612
all Bessel terms                     = 0.049772
S                                    = 9.033622
direct sum, L =  10: raw 8.495381, tail 0.538748, total 9.034129
direct sum, L = 100: raw 8.977335, tail 0.056287, total 9.033622
WORKED EXAMPLE
lattice spacing a                = 4.00 angstrom
isolated moment p0               = 1.00 D
polarizability volume alpha      = 5.00 angstrom^3
alpha/a^3                        = 0.078125
x = alpha S/a^3                  = 0.70575
reduced moment p                 = 0.58625 D
reduced moment p                 = 1.9555e-30 C m
induced moment p - p0            = -0.41375 D
depolarizing field E             = -2.4808 V/nm
potential step, no depolarization = 2.3546 V
potential step, depolarized       = 1.3804 V
moment with 4 neighbours only    = 0.76190 D
alpha at which x = 1             = 7.0846 angstrom^3
alpha = 1.0 angstrom^3: p = 0.87631 D
alpha = 2.5 angstrom^3: p = 0.73917 D
FINITE CLUSTERS, central moment / p0
25 x 25 sites = 0.59816
49 x 49 sites = 0.59237
extrapolated  = 0.58635
formula       = 0.58625
```
